# Error Cancellation in Isodesmic and Homodesmotic Reactions: test program

```python
"""
Result under test: if the error of a method, E(method) - E(reference), is a
sum of transferable bond terms, it cancels in every reaction that conserves the
number of bonds of each type (isodesmic). If it also contains terms for atom
environments and for bonds resolved by hybridization, it cancels when those
counts are conserved too (homodesmotic).

Symbols: a carbon skeleton is a matrix of bond orders (0, 1, 2); hydrogens fill
the valence 4. An atom environment is (sp3 or sp2, number of attached H).
A reaction is a vector of coefficients, positive for products.
The real example takes Hartree-Fock as method and frozen-core MP2 as reference.
"""
from itertools import combinations, product

import numpy as np
from scipy import constants
from scipy.linalg import null_space
from pyscf import gto, lib, mp, scf

lib.num_threads(1)
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
EV_KJMOL = constants.e * constants.N_A / 1000.0

# Columns of the table of counts
ELEMENTS = [0, 1]                  # C, H
BONDS = [2, 3, 4]                  # C-H, C-C, C=C
JOINTS = [5, 6, 7, 8]              # sp3-sp3, sp3-sp2, sp2-sp2, sp2=sp2
ATOMS = list(range(9, 17))         # sp3 with 0..4 H, sp2 with 0..2 H
PAIRS = list(range(17, 26))        # pairs of bonds that share one atom
CHAINS = [26]                      # chains of four carbons
PAIR_HH, PAIR_HC, PAIR_CC = 17, 18, 21   # CH/CH, CH/CC, CC/CC


def describe(order):
    """Count everything by walking over the molecular graph."""
    n = len(order)
    hydrogens = 4 - order.sum(axis=1)
    sp2 = (order == 2).any(axis=1)
    carbon_bonds = [(i, j, int(order[i, j]))
                    for i, j in combinations(range(n), 2) if order[i, j]]
    all_bonds = list(carbon_bonds)
    label = n
    for i in range(n):
        for _ in range(int(hydrogens[i])):
            all_bonds.append((i, label, 0))
            label += 1
    counts = np.zeros(27, dtype=int)
    counts[0], counts[1] = n, label - n
    for _, _, kind in all_bonds:
        counts[2 + kind] += 1
    for i, j, kind in carbon_bonds:
        counts[8 if kind == 2 else 5 + int(sp2[i]) + int(sp2[j])] += 1
    for i in range(n):
        counts[9 + int(hydrogens[i]) + (5 if sp2[i] else 0)] += 1
    for (i, j, s), (k, l, t) in combinations(all_bonds, 2):
        if len({i, j} & {k, l}) == 1:
            counts[17 + 3 * min(s, t) + max(s, t)] += 1
    for i, j, _ in carbon_bonds:
        for a in range(n):
            for b in range(n):
                if a != j and b != i and a != b and order[a, i] and order[b, j]:
                    counts[26] += 1
    return counts


def skeletons(max_carbons):
    """Acyclic and monocyclic skeletons with single and double bonds."""
    for n in range(1, max_carbons + 1):
        for parents in product(*[range(k) for k in range(1, n)]):
            for orders in product((1, 2), repeat=n - 1):
                tree = np.zeros((n, n), dtype=int)
                for child, (parent, kind) in enumerate(zip(parents, orders), 1):
                    tree[child, parent] = tree[parent, child] = kind
                open_pairs = [(i, j) for i, j in combinations(range(n), 2)
                              if tree[i, j] == 0]
                for closure in [None] + open_pairs:
                    graph = tree.copy()
                    if closure is not None:
                        i, j = closure
                        graph[i, j] = graph[j, i] = 1
                    if (graph.sum(axis=1).max() <= 4
                            and (graph == 2).sum(axis=1).max() <= 1):
                        yield graph


def leak(table, conserved, wanted):
    """Largest change of the wanted counts over all reactions (orthonormal
    basis) that keep the conserved counts fixed."""
    reactions = null_space(table[:, conserved].T.astype(float))
    return np.abs(table[:, wanted].T @ reactions).max()


ZERO, CLEAR = 1e-9, 1e-3
everything = np.unique([describe(g) for g in skeletons(5)], axis=0)
alkanes = everything[everything[:, 4] == 0]
HOMO = ATOMS + JOINTS

# Bond conservation against element balance
assert leak(everything, BONDS, ELEMENTS) < ZERO
assert leak(alkanes, ELEMENTS, BONDS) < ZERO
assert leak(everything, ELEMENTS, BONDS) > CLEAR
balanced = null_space(everything[:, ELEMENTS].T.astype(float))
change_ch, change_single, change_double = everything[:, BONDS].T @ balanced
assert np.abs(change_ch).max() < ZERO
assert np.abs(change_single + 2 * change_double).max() < ZERO

# Atom environments against bonds resolved by hybridization
assert leak(alkanes, ATOMS, JOINTS) < ZERO
assert leak(everything, ATOMS, JOINTS) > CLEAR
assert leak(everything, ATOMS + [6], JOINTS) < ZERO
assert leak(everything, JOINTS + BONDS, ATOMS) > CLEAR
assert leak(everything, HOMO, BONDS) < ZERO

# Errors of bond pairs sharing an atom, and errors of longer chains
assert leak(everything, ATOMS, PAIRS) < ZERO
assert leak(everything, BONDS, PAIRS) > CLEAR
assert leak(alkanes, BONDS, PAIRS) > CLEAR
assert leak(everything, HOMO, CHAINS) > CLEAR
isodesmic = null_space(alkanes[:, BONDS].T.astype(float))
pair_change = alkanes.T @ isodesmic
assert np.abs(pair_change[PAIR_HC] + 2 * pair_change[PAIR_CC]).max() < ZERO
assert np.abs(pair_change[PAIR_HH] - pair_change[PAIR_CC]).max() < ZERO

rank = {name: np.linalg.matrix_rank(everything[:, cols])
        for name, cols in [("element", ELEMENTS), ("bond", BONDS),
                           ("atom", ATOMS), ("homodesmotic", HOMO)]}
assert rank["bond"] == rank["element"] + 1
assert rank["homodesmotic"] == rank["atom"] + 1

# Idealized geometries, lengths in angstrom
R_CH, R_33, R_32, R_22, R_DOUBLE = 1.09, 1.53, 1.50, 1.46, 1.34
TETRAHEDRAL = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1],
                        [-1, -1, 1]]) / np.sqrt(3)
TRIGONAL = np.array([[np.cos(t), np.sin(t), 0.0]
                     for t in 2 * np.pi * np.arange(3) / 3])


def build(directions, steps, methyl=None):
    """Each step (parent, direction, length) adds one carbon. The optional
    methyl carbon of a planar molecule has one H eclipsing the double bond."""
    place, sign, used = [np.zeros(3)], [1], [set()]
    for parent, k, length in steps:
        place.append(place[parent] + sign[parent] * length * directions[k])
        sign.append(-sign[parent])
        used[parent].add(k)
        used.append({k})
    atoms = [("C", r) for r in place]
    for i, r in enumerate(place):
        if i == methyl:
            axis = place[2] - place[1]
            axis = axis / np.linalg.norm(axis)
            side = place[0] - place[1]
            side = side - (side @ axis) * axis
            side = side / np.linalg.norm(side)
            normal = np.cross(axis, side)
            for t in 2 * np.pi * np.arange(3) / 3:
                radial = np.cos(t) * side + np.sin(t) * normal
                atoms.append(("H", r + R_CH * (axis + np.sqrt(8) * radial) / 3))
        else:
            for k in range(len(directions)):
                if k not in used[i]:
                    atoms.append(("H", r + sign[i] * R_CH * directions[k]))
    return atoms


def graph_from_geometry(atoms):
    """Recognize bonds by distance and check the hydrogen count."""
    carbons = np.array([r for s, r in atoms if s == "C"])
    protons = np.array([r for s, r in atoms if s == "H"])
    distance = np.linalg.norm(carbons[:, None] - carbons[None], axis=2)
    order = (distance < 1.60).astype(int) + (distance < 1.40).astype(int)
    np.fill_diagonal(order, 0)
    to_h = np.linalg.norm(carbons[:, None] - protons[None], axis=2)
    assert np.array_equal((to_h < 1.20).sum(axis=1), 4 - order.sum(axis=1))
    return order


geometry = {
    "methane": build(TETRAHEDRAL, []),
    "ethane": build(TETRAHEDRAL, [(0, 0, R_33)]),
    "propane": build(TETRAHEDRAL, [(0, 0, R_33), (0, 1, R_33)]),
    "butane": build(TETRAHEDRAL, [(0, 0, R_33), (1, 1, R_33), (2, 0, R_33)]),
    "isobutane": build(TETRAHEDRAL, [(0, k, R_33) for k in range(3)]),
    "ethene": build(TRIGONAL, [(0, 0, R_DOUBLE)]),
    "propene": build(TRIGONAL, [(0, 0, R_DOUBLE), (1, 1, R_32)], methyl=2),
    "butadiene": build(TRIGONAL, [(0, 0, R_DOUBLE), (1, 1, R_22),
                                  (2, 0, R_DOUBLE)]),
}
counts = {name: describe(graph_from_geometry(g)) for name, g in geometry.items()}


def energies(atoms, spin=0):
    """Hartree-Fock and frozen-core MP2 total energies in eV."""
    mol = gto.M(atom=[(s, tuple(r)) for s, r in atoms], basis="6-31g*",
                spin=spin, unit="Angstrom", verbose=0)
    mean_field = scf.UHF(mol) if spin else scf.RHF(mol)
    mean_field.conv_tol = 1e-10
    e_hf = mean_field.kernel()
    assert mean_field.converged
    cores = sum(s == "C" for s, _ in atoms)
    # a single electron has no correlation energy
    e_corr = (0.0 if mol.nelectron == 1
              else mp.MP2(mean_field, frozen=cores).kernel()[0])
    return np.array([e_hf, e_hf + e_corr]) * HARTREE_EV


energy = {name: energies(g) for name, g in geometry.items()}
energy["C atom"] = energies([("C", np.zeros(3))], spin=2)
energy["H atom"] = energies([("H", np.zeros(3))], spin=1)
error = {name: e[0] - e[1] for name, e in energy.items()}

# Bond errors from the smallest molecules, free-atom errors removed
eps_ch = (error["methane"] - error["C atom"]) / 4
eps_cc = error["ethane"] - 2 * error["C atom"] - 6 * eps_ch
eps_double = error["ethene"] - 2 * error["C atom"] - 4 * eps_ch

reactions = {
    "R1": ("ethene + 2 methane -> 2 ethane",
           {"ethene": -1, "methane": -2, "ethane": 2}),
    "R2": ("propane + methane -> 2 ethane",
           {"propane": -1, "methane": -1, "ethane": 2}),
    "R3": ("butane + 2 methane -> 3 ethane",
           {"butane": -1, "methane": -2, "ethane": 3}),
    "R4": ("isobutane + 2 methane -> 3 ethane",
           {"isobutane": -1, "methane": -2, "ethane": 3}),
    "R5": ("propene + methane -> ethene + ethane",
           {"propene": -1, "methane": -1, "ethene": 1, "ethane": 1}),
    "R6": ("butadiene + 2 methane -> 2 ethene + ethane",
           {"butadiene": -1, "methane": -2, "ethene": 2, "ethane": 1}),
    "R7": ("2 propene -> butadiene + ethane",
           {"propene": -2, "butadiene": 1, "ethane": 1}),
    "R8": ("2 propane -> butane + ethane",
           {"propane": -2, "butane": 1, "ethane": 1}),
}


def classify(change):
    assert not change[ELEMENTS].any()
    if change[BONDS].any():
        return "not isodesmic"
    if change[ATOMS].any():
        return "isodesmic only"
    if change[JOINTS].any():
        return "atoms kept, bond types not"
    return "homodesmotic"


change = {key: sum(c * counts[m] for m, c in r.items())
          for key, (_, r) in reactions.items()}
kind = {key: classify(c) for key, c in change.items()}
delta = {key: sum(c * energy[m] for m, c in r.items())
         for key, (_, r) in reactions.items()}
miss = {key: d[0] - d[1] for key, d in delta.items()}
atomization = 3 * energy["C atom"] + 8 * energy["H atom"] - energy["propane"]
atomization_miss = atomization[0] - atomization[1]

assert kind["R1"] == "not isodesmic"
assert all(kind[k] == "isodesmic only" for k in ("R2", "R3", "R4", "R5", "R6"))
assert kind["R7"] == "atoms kept, bond types not"
assert kind["R8"] == "homodesmotic"
assert change["R8"][26] == 1
assert [change[k][PAIR_CC] for k in ("R2", "R3", "R4")] == [-1, -2, -3]

# Real errors: the model is approximate, so these tolerances are physical
assert abs(atomization_miss) > 10 * abs(miss["R2"])
assert abs(miss["R8"]) < 0.5 * abs(miss["R2"])
ratio_butane, ratio_isobutane = miss["R3"] / miss["R2"], miss["R4"] / miss["R2"]
assert abs(ratio_butane / 2 - 1) < 0.25
assert abs(ratio_isobutane / 3 - 1) < 0.25

print(f"distinct count vectors: {len(everything)} in all, {len(alkanes)} alkane")
print("independent conditions:", ", ".join(f"{k} {v}" for k, v in rank.items()))
print(f"lengths (angstrom): C-H {R_CH:.2f}, C=C {R_DOUBLE:.2f}")
print(f"C-C (angstrom): sp3-sp3 {R_33:.2f}, sp3-sp2 {R_32:.2f}, "
      f"sp2-sp2 {R_22:.2f}")
print("total HF energy and error HF - MP2, 6-31G* (eV):")
for name in energy:
    print(f"  {name:10s} {energy[name][0]:12.4f} {error[name]:9.4f}")
print(f"bond error C-H: {eps_ch:.4f} eV")
print(f"bond error C-C: {eps_cc:.4f} eV")
print(f"bond error C=C: {eps_double:.4f} eV")
print(f"C=C error minus twice C-C error: {eps_double - 2 * eps_cc:.4f} eV")
additive = 3 * error["C atom"] + 8 * eps_ch + 2 * eps_cc
print(f"propane error from bond model: {additive:.4f} eV")
print(f"propane atomization: HF {atomization[0]:.4f}, MP2 {atomization[1]:.4f} eV")
print(f"propane atomization error: {atomization_miss:.4f} eV")
for key, (text, _) in reactions.items():
    print(f"{key}: {text}")
    print(f"   {kind[key]}; change of CC/CC pairs {change[key][PAIR_CC]}")
print("reaction energies HF, MP2 and error HF - MP2 (eV):")
for key in reactions:
    print(f"  {key} {delta[key][0]:9.4f} {delta[key][1]:9.4f} {miss[key]:9.4f}")
print(f"error ratio R3/R2: {ratio_butane:.3f}, R4/R2: {ratio_isobutane:.3f}")
print(f"R8: four-carbon chains created: {change['R8'][26]}")
print(f"errors in kJ/mol: atomization {atomization_miss * EV_KJMOL:.1f}, "
      f"R2 {miss['R2'] * EV_KJMOL:.2f}, R8 {miss['R8'] * EV_KJMOL:.2f}")
print("finished without a failed check")
```

Output:

```
distinct count vectors: 56 in all, 16 alkane
independent conditions: element 2, bond 3, atom 8, homodesmotic 9
lengths (angstrom): C-H 1.09, C=C 1.34
C-C (angstrom): sp3-sp3 1.53, sp3-sp2 1.50, sp2-sp2 1.46
total HF energy and error HF - MP2, 6-31G* (eV):
  methane      -1093.7544    3.7150
  ethane       -2155.8826    7.1875
  propane      -3218.0522   10.7179
  butane       -4280.2079   14.2528
  isobutane    -4280.2410   14.3115
  ethene       -2123.2899    6.8603
  propene      -3185.5775   10.3923
  butadiene    -4215.4477   13.6003
  C atom       -1025.3407    1.3841
  H atom         -13.5576    0.0000
bond error C-H: 0.5827 eV
bond error C-C: 0.9230 eV
bond error C=C: 1.7612 eV
C=C error minus twice C-C error: -0.0848 eV
propane error from bond model: 10.6601 eV
propane atomization: HF 33.5691, MP2 40.1348 eV
propane atomization error: -6.5656 eV
R1: ethene + 2 methane -> 2 ethane
   not isodesmic; change of CC/CC pairs 0
R2: propane + methane -> 2 ethane
   isodesmic only; change of CC/CC pairs -1
R3: butane + 2 methane -> 3 ethane
   isodesmic only; change of CC/CC pairs -2
R4: isobutane + 2 methane -> 3 ethane
   isodesmic only; change of CC/CC pairs -3
R5: propene + methane -> ethene + ethane
   isodesmic only; change of CC/CC pairs 0
R6: butadiene + 2 methane -> 2 ethene + ethane
   isodesmic only; change of CC/CC pairs 0
R7: 2 propene -> butadiene + ethane
   atoms kept, bond types not; change of CC/CC pairs 0
R8: 2 propane -> butane + ethane
   homodesmotic; change of CC/CC pairs 0
reaction energies HF, MP2 and error HF - MP2 (eV):
  R1   -0.9666   -1.0514    0.0848
  R2    0.0413    0.0991   -0.0578
  R3    0.0688    0.1890   -0.1202
  R4    0.1019    0.2808   -0.1789
  R5    0.1593    0.2187   -0.0594
  R6    0.4940    0.6161   -0.1221
  R7   -0.1754   -0.1787    0.0033
  R8    0.0138    0.0092    0.0046
error ratio R3/R2: 2.080, R4/R2: 3.096
R8: four-carbon chains created: 1
errors in kJ/mol: atomization -633.5, R2 -5.57, R8 0.45
finished without a failed check
```
